# Splitting of Degenerate Square-Membrane Modes by Unequal Tension

## Problem

A thin, uniform, perfectly flexible membrane fills the square $0<x<L$, $0<y<L$ and is held at its edges. Its mass per area is $\mu$. The tension, a force per length, is $T_x=T(1+\delta)$ along $x$ and $T_y=T$ along $y$, with no shear tension between these axes. The membrane vibrates in vacuum with small amplitude. Mode $(m,n)$ has $m$ half-waves along $x$ and $n$ along $y$.

(a) Derive the equation of motion and all the mode frequencies.

(b) Show that for $\delta=0.01$ the modes $(1,2)$ and $(2,1)$, degenerate at $\delta=0$, differ by 0.30 percent in frequency. Decide which is higher, and explain the size of the split by the energy stored in each mode.

(c) Evaluate the frequencies for a silicon nitride membrane with $L=1$ mm, thickness $h=100$ nm, density $\rho=3100$ kg/m³, and stress 1010 MPa along $x$ and 1000 MPa along $y$.

(d) The larger tension now acts along a line turned by an angle $\theta$ from the $x$ side. Find the split to first order in $\delta$.

(e) Find how a small difference between the two side lengths changes the split, and how the bending stiffness of a clamped film changes it.

(f) For the film of part (c), compare the split with the effects of damping, finite amplitude and temperature.

## Solution

### (a) Equation of motion and frequencies

Let $w(x,y,t)$ be the displacement normal to the film. A line element $dx$ lying along $x$ is lengthened to

$$\sqrt{1+w_x^2}\,dx\simeq\left(1+\tfrac12 w_x^2\right)dx ,$$

where subscripts on $w$ denote derivatives. The tension $T_x$ acts across a strip of width $dy$ with force $T_x\,dy$, so the work done against it is $\tfrac12T_xw_x^2\,dx\,dy$. The $y$ direction contributes in the same way. For small slopes the change of the tension itself enters only at fourth order in $w$ and is dropped. The potential and kinetic energies are

$$V=\frac12\int\left(T_xw_x^2+T_yw_y^2\right)dA,\qquad K=\frac{\mu}{2}\int w_t^2\,dA .$$

The action $\int(K-V)\,dt$ must be stationary under a variation $\eta(x,y,t)$ that vanishes on the edges and at the end times. The first-order change is

$$\int\!dt\int\!dA\left(\mu w_t\eta_t-T_xw_x\eta_x-T_yw_y\eta_y\right)=0 .$$

Integrating each term by parts moves the derivative off $\eta$ and reverses the sign; the boundary terms vanish. Since $\eta$ is otherwise arbitrary,

$$\mu w_{tt}=T_xw_{xx}+T_yw_{yy},\qquad w=0\ \text{on the edges}.$$

Insert $w=X(x)Y(y)\cos\omega t$ and divide by $-XY\cos\omega t$:

$$\mu\omega^2=-T_x\frac{X''}{X}-T_y\frac{Y''}{Y}.$$

The first term on the right depends on $x$ alone and the second on $y$ alone, so each is constant. Write $X''=-k^2X$. The constant $k^2$ is positive, because multiplying by $X$ and integrating by parts gives $k^2\int X^2dx=\int X'^2dx>0$. The condition $X(0)=0$ selects $\sin kx$, and $X(L)=0$ requires $k=m\pi/L$ with $m=1,2,\ldots$ The same argument holds for $Y$. Therefore

$$w_{mn}=a\sin\frac{m\pi x}{L}\sin\frac{n\pi y}{L}\cos(2\pi f_{mn}t),$$

$$f_{mn}=\frac{1}{2L}\sqrt{\frac{T_xm^2+T_yn^2}{\mu}} .$$

The sine products form a complete set for displacements that vanish on the edges. Any motion can be expanded in them, and each coefficient then oscillates independently, so no mode is missing.

### (b) The split

For the two modes in question,

$$f_{12}=\frac1{2L}\sqrt{\frac{T(5+\delta)}{\mu}},\qquad f_{21}=\frac1{2L}\sqrt{\frac{T(5+4\delta)}{\mu}} .$$

At $\delta=0$ they coincide. In general the side, the mass and $T$ cancel from the ratio:

$$\frac{f_{21}}{f_{12}}=\sqrt{\frac{5+4\delta}{5+\delta}}=\sqrt{1+u},\qquad u=\frac{3\delta}{5+\delta}.$$

To second order, $u=\tfrac35\delta-\tfrac3{25}\delta^2$. With $\sqrt{1+u}=1+\tfrac12u-\tfrac18u^2+\ldots$,

$$\frac{f_{21}}{f_{12}}-1=\frac{3\delta}{10}-\left(\frac{3}{50}+\frac{9}{200}\right)\delta^2+\ldots=\frac{3\delta}{10}-\frac{21\delta^2}{200}+\ldots$$

For $\delta=0.01$ the first term is 0.3000 percent and the second removes about 0.001 percent. The result is 0.2990 percent of $f_{12}$, which is 0.30 percent to two figures. The mode $(2,1)$, with two half-waves along the direction of larger tension, is the higher one. If $\delta$ is negative, the order is reversed.

An independent calculation supports this value. It uses polynomial trial functions in the energies $V$ and $K$, with no sine functions, and also gives 0.2990 percent.

The factor 0.3 follows from the energies. The part of $V$ due to slopes along $x$ is proportional to $T_xm^2$, and the part due to slopes along $y$ to $T_yn^2$. At $\delta=0$ the $x$ share is therefore

$$s_{mn}=\frac{m^2}{m^2+n^2},\qquad s_{12}=\frac15,\qquad s_{21}=\frac45 .$$

Raising $T_x$ by the fraction $\delta$ raises $f^2$ by the fraction $s_{mn}\delta$ and hence, to first order, $f$ by $\tfrac12s_{mn}\delta$. One mode rises by 0.1 percent and the other by 0.4 percent. The difference is 0.3 percent.

The same argument for any pair $(m,n)$ and $(n,m)$ gives

$$\frac{f_{mn}-f_{nm}}{f_{nm}}\simeq\frac{\delta}{2}\,\frac{m^2-n^2}{m^2+n^2}.$$

For $m\gg n$ this approaches $\delta/2$: one mode then takes nearly the whole tension change and its partner almost none.

### (c) A silicon nitride membrane

The stress $\sigma$ and density of the film give $T=\sigma h$ and $\mu=\rho h$, so the thickness cancels from $T/\mu$. With $1/(2L)=500$ m$^{-1}$,

$$f_{12}=500\sqrt{\frac{(1010+4\times1000)\times10^6}{3100}}\ \text{Hz}=635.635\ \text{kHz},$$

$$f_{21}=500\sqrt{\frac{(4\times1010+1000)\times10^6}{3100}}\ \text{Hz}=637.536\ \text{kHz}.$$

The split is 1.90 kHz. With 1000 MPa in both directions the common frequency would be 635.001 kHz. Both modes have risen from it, by 0.1 and 0.4 percent, as the energy shares require. The many digits serve to display the difference; the rough material data do not fix the absolute frequencies so finely.

### (d) Tension axes turned against the sides

Let the larger tension $T(1+\delta)$ act along the unit vector $(\cos\theta,\sin\theta)$ and $T$ across it. The components along the sides are

$$T_{xx}=T(1+\delta\cos^2\theta),\quad T_{yy}=T(1+\delta\sin^2\theta),\quad T_{xy}=\tfrac12T\delta\sin2\theta,$$

and the potential energy gains a shear term:

$$V=\frac12\int\left(T_{xx}w_x^2+2T_{xy}w_xw_y+T_{yy}w_y^2\right)dA .$$

At $\delta=0$ any combination of the two degenerate modes is also a mode, so the perturbation must be treated within the pair. Set $w=a\phi_{12}+b\phi_{21}$ with

$$\phi_{mn}=\frac2L\sin\frac{m\pi x}{L}\sin\frac{n\pi y}{L},\qquad\int\phi_{mn}^2\,dA=1 .$$

The kinetic energy is $\tfrac12\mu(\dot a^2+\dot b^2)$ and the potential energy is $\tfrac12(Aa^2+2Cab+Bb^2)$.

In the diagonal terms the shear tension drops out, because $\int\sin(m\pi x/L)\cos(m\pi x/L)\,dx=0$ over the side. What remains is

$$A=\frac{\pi^2T}{L^2}\left[5+\delta(\cos^2\theta+4\sin^2\theta)\right],$$

$$B=\frac{\pi^2T}{L^2}\left[5+\delta(4\cos^2\theta+\sin^2\theta)\right],$$

$$B-A=\frac{3\pi^2T\delta}{L^2}\cos2\theta .$$

In $C$ the terms with $T_{xx}$ and $T_{yy}$ vanish, because $\sin(\pi x/L)$ and $\sin(2\pi x/L)$ are orthogonal, as are the corresponding cosines. The shear term needs two integrals, with $\xi=x/L$:

$$\int_0^1\sin2\pi\xi\cos\pi\xi\,d\xi=\frac12\left(\frac2{3\pi}+\frac2\pi\right)=\frac4{3\pi},$$

$$\int_0^1\sin\pi\xi\cos2\pi\xi\,d\xi=\frac12\left(\frac2{3\pi}-\frac2\pi\right)=-\frac2{3\pi}.$$

Each appears squared, once for $x$ and once for $y$:

$$C=\frac{T_{xy}}{L^2}\left[4\pi^2\left(\frac4{3\pi}\right)^2+16\pi^2\left(\frac{2}{3\pi}\right)^2\right]=\frac{128}{9}\frac{T_{xy}}{L^2}=\frac{64}{9}\frac{T\delta}{L^2}\sin2\theta .$$

The two values of $\mu\omega^2$ are the eigenvalues of the symmetric matrix with diagonal $A,B$ and off-diagonal $C$. They differ by $\sqrt{(B-A)^2+4C^2}$. Since $\Delta(\omega^2)\simeq2\omega\,\Delta\omega$, the relative frequency split is this difference divided by twice the mean eigenvalue, $2\times5\pi^2T/L^2$:

$$\frac{\Delta f}{f}\simeq\frac{\delta}{10\pi^2}\sqrt{(3\pi^2\cos2\theta)^2+\left(\tfrac{128}{9}\sin2\theta\right)^2}.$$

At $\theta=0$ this returns $0.3\delta$. For $\delta=0.01$, a turn of 5 degrees lowers the split from 0.3000 to 0.2965 percent, and a turn of 45 degrees to 0.1441 percent. In the last case $A=B$, and the modes are the sum and difference of $\phi_{12}$ and $\phi_{21}$. The alignment of the larger tension with a side, assumed in part (b), therefore matters, though a small misalignment enters only as $\theta^2$. Coupling to modes outside the pair changes the frequencies at order $\delta^2$.

### (e) Unequal sides and bending stiffness

**Unequal sides.** Return to $\theta=0$ and let the sides be $L_x$ and $L_y$. The separation of part (a) now gives

$$f_{mn}=\frac12\sqrt{\frac1\mu\left(\frac{T_xm^2}{L_x^2}+\frac{T_yn^2}{L_y^2}\right)} .$$

Take $L_y=L$ and $L_x=L(1+\varepsilon)$, with the tensions held fixed. To first order,

$$\frac{T_x}{L_x^2}\simeq\frac{T}{L^2}(1+\delta-2\varepsilon),$$

so $\delta$ is replaced by $\delta-2\varepsilon$ and the relative split becomes $0.3\delta-0.6\varepsilon$. For the film of part (c), an $x$ side longer by 1 µm has $\varepsilon=0.001$. The full formula then lowers the split by 383 Hz, a fifth of its value. The degeneracy returns when $T_x/L_x^2=T_y/L_y^2$, that is, for

$$L_x=L\sqrt{1+\delta},$$

an excess of 4.99 µm here. The frequencies depend on tension and length only through these two quotients. Within this model, the spectrum alone therefore cannot tell unequal tension from unequal sides; the sides must be measured separately.

**Bending.** A real film resists curvature. For bending in one direction, with no strain allowed in the other, the stress at height $z$ above the middle plane is $Ez/(1-\nu^2)$ times the curvature, where $E$ is Young's modulus and $\nu$ Poisson's ratio. The moment per width, divided by the curvature, is the rigidity

$$D=\frac{E}{1-\nu^2}\int_{-h/2}^{h/2}z^2dz=\frac{Eh^3}{12(1-\nu^2)} .$$

A clamped edge forces the slope to zero, which the sine modes do not satisfy. Close to the edge, at distance $r$ from it, the rapid variation across the edge dominates, and the balance of forces is $Tw''=Dw''''$. The solution with $w=w'=0$ at $r=0$ that does not grow exponentially is

$$w=s\left(r-\ell+\ell e^{-r/\ell}\right),\qquad\ell=\sqrt{D/T},$$

with $s$ the slope outside the layer. Beyond a few $\ell$ this is the straight line $s(r-\ell)$, which extrapolates to zero at $r=\ell$. The membrane behaves as if each edge had moved inward by $\ell$.

Define $\lambda=\ell/L$. Along $y$, the length $L-2\ell$ turns $T$ into an effective $T(1+4\lambda)$ to first order. Along $x$ the layer has thickness $\sqrt{D/T_x}$, so that

$$T_x\left(1+\frac4L\sqrt{\frac{D}{T_x}}\right)\simeq T\left[1+\delta+4\lambda\left(1+\frac\delta2\right)\right]=T\left[(1+4\lambda)+\delta(1+2\lambda)\right].$$

Dividing by $T(1+4\lambda)$ shows what happens to the anisotropy:

$$\delta_{\rm eff}=\delta\,\frac{1+2\lambda}{1+4\lambda}\simeq\delta(1-2\lambda).$$

Both frequencies rise by the fraction $2\lambda$, while the relative split falls by the fraction $2\lambda$. Bending in the interior contributes only at order $\lambda^2$.

These laws were tested by a polynomial calculation with clamped edges and the full bending energy, for $\delta=0.01$ and $\lambda=0.004$ and $0.002$. The rise of $f_{12}$ and the loss of split, each divided by $2\lambda$ and extrapolated linearly to $\lambda=0$, were 0.9987 and 0.9989. The expected value is 1, up to corrections of relative order $\delta$.

For the nitride film take $E=250$ GPa and $\nu=0.23$. Then $D=2.200\times10^{-11}$ N m and, with $T=\sigma_yh=100$ N/m,

$$\lambda=\sqrt{\frac{2.200\times10^{-11}}{100\times(10^{-3})^2}}=4.69\times10^{-4}.$$

To first order in $\lambda$, both modes rise by about 596 Hz, but the relative split changes by only 0.094 percent of itself. The terms of order $\lambda^2$, mostly bending in the interior, which raises $f$ by the fraction $\tfrac52\pi^2\lambda^2$ for both modes, add about 4 Hz to each. The rise of each mode is nearly a third of the split, but it is common to both modes. In hertz the split is the frequency times the relative split, so the factors $1+2\lambda$ and $1-2\lambda$ cancel to first order and leave it almost unchanged.

### (f) Damping, amplitude and temperature

**Damping.** With an assumed quality factor $Q=10^6$, the linewidth is $f_{12}/Q=0.64$ Hz. The split is about 3000 linewidths, so the two resonances are well separated.

Residual gas adds damping. Suppose that molecules reach the film without colliding with one another and reflect like balls from a wall. Let $p$ be the pressure and $c=\sqrt{R\Theta/M}$ the thermal speed in one direction, with $R$ the gas constant, $\Theta$ the temperature and $M$ the molar mass. The gas density is $p/c^2$. A face advancing at speed $v\ll c$ feels a pressure $2(p/c^2)\langle(u+v)^2\rangle_+$, where the average includes only molecules moving toward it, with speed $u$. The part linear in $v$ is

$$\frac{4pv}{c^2}\langle u\rangle_+=\frac{4pv}{c^2}\,\frac{c}{\sqrt{2\pi}}=2\sqrt{\frac2\pi}\,\frac{pv}{c}.$$

The receding face loses the same amount, so the drag per area is twice this, and

$$Q_{\rm gas}=\frac{2\pi f\mu}{4\sqrt{2/\pi}\;p/c} .$$

For air ($M=0.029$ kg/mol) at 300 K and $10^{-5}$ Torr this is $8.5\times10^7$, far above the assumed $Q$. At 760 Torr the air can no longer be left out: a layer as thick as the side is long has 3.8 times the mass of the film, and the film also loses energy by radiating sound. The mass of this layer is only a scale, not the mass that moves with the film; the motion in air is not calculated here.

**Amplitude.** The mean of $\tfrac12(w_x^2+w_y^2)$ at full deflection $a$ is $\pi^2a^2(m^2+n^2)/(8L^2)$, since each squared sine or cosine averages to one half. It is the sum of the mean strains along $x$ and $y$. For $a=10$ nm and the mode $(1,2)$ it is $6.2\times10^{-10}$. Multiplied by the biaxial modulus $E/(1-\nu)$, it gives about 200 Pa, the sum of the mean stresses added along $x$ and $y$. As a generous scale, adding 200 Pa in both directions to a stress of $10^9$ Pa would raise the frequency by 0.06 Hz, negligible beside 1.90 kHz.

**Temperature.** Let the frame expand more than the film by $10^{-6}$ per kelvin, a rough value. Warming then adds the same stress, 0.325 MPa/K, in both directions. Both modes rise by about 103 Hz/K, but the split falls by 0.31 Hz/K. The reason is that the difference $T_x-T_y$ stays fixed while $T$ grows:

$$\Delta f\simeq\frac{3}{10}\,\frac{T_x-T_y}{T}\,f\ \propto\ \frac{T_x-T_y}{\sqrt T}.$$

The two frequencies should therefore be measured at the same temperature. A change of 1 K between the two readings would shift their difference by about 5 percent of the split. These numbers assume that film and frame warm together and that $E$ does not depend on temperature. At fixed strain all frequencies scale as $\sqrt E$, so a softening of $E$ by $2\times10^{-5}$ per kelvin would lower each mode by a further 6 Hz/K and the split by 0.02 Hz/K. If only the film is heated, for instance by a readout laser, its whole expansion counts rather than the mismatch, the stress falls, and both drifts change sign.

**The real case.** The dimensions, stress and elastic data are rough typical values for high-stress nitride membranes used in optomechanics; the 1 percent anisotropy is a chosen value. With the values chosen here, a side error of 1 µm moves the split by a fifth, more than bending, finite amplitude or a change of 1 K between the two readings. A large turn of the tension axes, as in part (d), can change it still more. Tension that varies from place to place and motion of the frame are not included and have not been sized. The main values used in parts (b) to (f) are collected in the numerical output below.

## Computed results

```
side: 1.0 mm
thickness: 100 nm
density: 3100 kg/m3
stress along y: 1000 MPa
stress along x: 1010 MPa
Young modulus: 250 GPa
Poisson ratio: 0.23
wave speed along y: 568.0 m/s
degenerate frequency at equal stress: 635.001 kHz
f12: 635.635 kHz
f21: 637.536 kHz
split f21-f12: 1.900 kHz
relative split, closed formula: 0.2990 percent
relative split, polynomial Ritz: 0.2990 percent
relative split, first order: 0.3000 percent
x-slope energy share of (1,2), Ritz: 0.2000
x-slope energy share of (2,1), Ritz: 0.8000
first-order split, axes turned 5 deg: 0.2965 percent
first-order split, axes turned 45 deg: 0.1441 percent
assumed quality factor: 1.0e+06
linewidth f12/Q: 0.64 Hz
temperature: 300 K
gas pressure: 1.0e-05 Torr
gas-limited quality factor: 8.53e+07
air layer one side thick at 760 Torr / film mass: 3.80
bending rigidity D: 2.200e-11 N m
bending parameter lam: 4.690e-04
bending shift of both modes: 596 Hz
bending change of relative split: -0.094 percent of the split
Ritz shift / (2 lam), extrapolated: 0.9987
Ritz split loss / (2 lam), extrapolated: 0.9989
side error: 1.0 um
split change from longer x side: -383 Hz
x side excess that cancels the split: 4.99 um
vibration amplitude: 10 nm
mean stretching strain: 6.17e-10
stretching frequency scale: 0.064 Hz
expansion mismatch: 1.0e-06 1/K
added stress per kelvin: 0.325 MPa/K
common thermal drift: 103.0 Hz/K
thermal drift of the split: -0.307 Hz/K
```
